\section*{Frozen and relaxed cores in the iron 4s to 3d transfer}

\section{The problem}

An iron atom is described by the configuration $3d^{6+x}4s^{2-x}$, where $x$ electrons have been moved from 4s to 3d. Find the transfer energy from $x=0$ to $x=1$

\begin{itemize}
\item with all orbitals relaxed,
\item with the argon core (1s, 2s, 2p, 3s, 3p) frozen in its $x=0$ form,
\item with the neon core (1s, 2s, 2p) frozen in its $x=0$ form.
\end{itemize}

How does the energy error of a frozen core grow with $x$, and how can the law be verified?

The model is the non-relativistic, spin-restricted, spherically averaged atom in the local density approximation (LDA). With occupations $f_i$ and density $n=\sum_i f_i|\varphi_i|^2$, the energy is
\begin{equation}
E=\sum_i f_i\langle\varphi_i|t|\varphi_i\rangle-Ze^2\!\int\!\frac{n}{r}\,d^3r+\frac{e^2}{2}\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'+\int n\,\epsilon_{xc}(n)\,d^3r ,
\label{E}
\end{equation}
where $t=-\hbar^2\nabla^2/2m$, $Z=26$, and $\epsilon_{xc}$ is Slater exchange plus Perdew--Wang correlation. In the Hartree term both density factors vary, which cancels the factor $1/2$. A change of the orbitals at fixed occupations therefore gives, to first order,
\begin{equation}
\delta E=2\,\mathrm{Re}\sum_i f_i\langle\delta\varphi_i|H|\varphi_i\rangle,\qquad H=t+v,
\label{dE}
\end{equation}
\begin{equation}
v=-\frac{Ze^2}{r}+e^2\!\int\!\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r'+\frac{d(n\epsilon_{xc})}{dn}.
\end{equation}

Orthonormality is imposed with Hermitian multipliers $\mu_{ji}$, so that a stationary state obeys $f_iH\varphi_i=\sum_j\mu_{ji}\varphi_j$. Projection on $\varphi_j$ gives $\mu_{ji}=f_i\langle\varphi_j|H|\varphi_i\rangle$. Hermiticity, $\mu_{ji}=\mu_{ij}^*=f_j\langle\varphi_j|H|\varphi_i\rangle$, then requires $(f_i-f_j)\langle\varphi_j|H|\varphi_i\rangle=0$. Orbitals with different occupations are thus uncoupled by $H$, and those with equal occupations can be rotated among themselves, without changing $n$ or $E$, until they are uncoupled too. Hence
\begin{equation}
H\varphi_i=\varepsilon_i\varphi_i .
\label{KS}
\end{equation}

\section{A tempting solution}

When $x$ changes, the relaxed core density changes by some $\delta n_c$. Half the integral of $|\delta n_c|$ measures the displaced core charge. For the argon core it is 0.0078 electrons at $x=1/8$ and 0.0153 at $x=1/4$, so it doubles with $x$, nearly enough. A frozen core misses this change. Since the energy contains the core density multiplied by a potential, the error should be
\begin{equation}
\Delta(x)\approx-\int v\,\delta n_c\,d^3r\;\propto\;x .
\label{wrong}
\end{equation}
One small transfer then fixes the constant. At $x=1/8$ the argon-core energy lies 1.615 meV above the relaxed one, so the full transfer should have the error $8\times1.615=12.9$ meV.

\section{Where it fails}

The prediction can be checked at once. At $x=1/4$ it gives $2\times1.615=3.23$ meV, while the computed error is 6.14 meV. At $x=1$ it gives 12.9 meV, while the computed error is 70.6 meV.

The first-order density change is real. The fault lies in (\ref{wrong}), which counts the potential energy of the displaced charge and omits the kinetic energy of the orbitals that carry it. Let the core orbitals of the relaxed atom change by $\delta\varphi_c$ at fixed occupations. To first order $\delta n_c=2\,\mathrm{Re}\sum_c f_c\,\delta\varphi_c^*\varphi_c$, and (\ref{dE}) with (\ref{KS}) gives
\begin{align}
\delta T_c+\int v\,\delta n_c\,d^3r
&=2\,\mathrm{Re}\sum_c f_c\langle\delta\varphi_c|t+v|\varphi_c\rangle\nonumber\\
&=\sum_c f_c\varepsilon_c\,2\,\mathrm{Re}\langle\delta\varphi_c|\varphi_c\rangle=0 .
\label{cancel}
\end{align}
The last step holds because $\langle\varphi_c|\varphi_c\rangle=1$ is kept, so its first-order change vanishes. The potential term is large, but the kinetic term cancels it. For the argon core at $x=1/8$, $\int v\,\delta n_c\,d^3r\approx+4.67$ eV and $\delta T_c\approx-4.67$ eV, and their sum is only about $-1.5$ meV when $v$ is the relaxed potential at $x=1/8$ (about $+1.5$ meV with the potential at $x=0$). At $x=1/16$ the two large terms are about halved and their sum is about a quarter. Evaluated literally, (\ref{wrong}) would thus give $-4.67$ eV, of the wrong sign and some 3000 times too large. What remains is of second order in the core displacement.

\section{The frozen-core problem}

\subsection{Equation and bounds}

Let $P=1-\sum_c|\varphi_c\rangle\langle\varphi_c|$ remove the frozen orbitals. The valence orbitals are required to satisfy $P\varphi_i=\varphi_i$, and (\ref{E}) is minimized over them alone. Their variations also lie in the space of $P$, so the multiplier argument above applies with $PHP$ in place of $H$:
\begin{equation}
PHP\,\varphi_i=\varepsilon_i\varphi_i .
\label{PHP}
\end{equation}
The core keeps its kinetic energy and its density in (\ref{E}), so frozen and relaxed total energies can be subtracted directly. At $x=0$ the relaxed valence orbitals already solve (\ref{PHP}), and the two energies coincide.

Call the relaxed minimum $E(x)$ and the frozen one $E_F(x)$, with $\Delta=E_F-E$. The orbital sets allowed with a frozen argon core are contained in those allowed with a frozen neon core, and these are contained in the unrestricted sets. A minimum over a smaller set cannot be lower, so
\begin{equation}
0\le\Delta_{\rm Ne}(x)\le\Delta_{\rm Ar}(x).
\label{bounds}
\end{equation}
This assumes that the self-consistent solutions are the minima among orbitals of the form $(u/r)Y_{lm}$ with the given shell occupations, which is the only class compared here. Outside that class the assumption fails: at $x=0$ the full 4s level lies above the partly filled 3d level, and mixing the two lowers the energy. It also relies on the orthogonality to the frozen core; a scheme that relaxes that condition loses this proof.

\subsection{The quadratic law}

Describe the core orbitals by independent real parameters $a$, and let $F(a,x)$ be the energy minimized over the valence at given $a$. The relaxed core $a_*(x)$ satisfies $\partial_aF(a_*(x),x)=0$. Then $E(x)=F(a_*(x),x)$ and $E_F(x)=F(a_*(0),x)$. Expanding about the relaxed core at the same $x$, with $\delta=a_*(0)-a_*(x)$ and $K=\partial_a^2F$, gives
\begin{equation}
\Delta(x)=\tfrac12\,\delta^{T}K\,\delta+O(\delta^3).
\end{equation}
Differentiating the stationarity condition with respect to $x$ gives $K\,a_*'+b=0$, where $b=\partial_a\partial_xF$. $K$ is non-negative at a minimum, but it is not invertible here. Rotating a core orbital into a valence orbital of the same $l$ and the same occupation (any core s orbital into 4s at $x=0$; for the neon core also 1s or 2s into 3s and 2p into 3p at every $x$) costs no energy, because the valence orbital rotates back and $n$ and $E$ are unchanged. Take $a_*(x)$ to be the eigenfunctions of (\ref{KS}), which vary smoothly with $x$, so that $\delta=-x\,a_*'(0)+O(x^2)$ and $c=\tfrac12\,a_*'^{T}Ka_*'$. The equation $Ka_*'=-b$ shows that $b$ has no component along the null directions of $K$. With $K^{+}$ the inverse of $K$ on the remaining directions, $a_*'=-K^{+}b$ up to a null vector that does not contribute, and
\begin{equation}
\Delta(x)=c\,x^2+d\,x^3+O(x^4),\qquad c=\tfrac12\,b^{T}K^{+}b\ge0 .
\label{law}
\end{equation}
Here $-b$ is the force, per transferred electron, that the transfer exerts on the core, and $K$ is the stiffness of the core with the valence following. A soft core that feels the transfer strongly has a large $c$. The expansion fails where $a_*(x)$ stops being smooth, as when $K$ loses its stiffness along a direction in which $b$ does not vanish.

The law also needs a core that is stationary at the starting point. If the frozen orbitals come from another functional, $\delta$ has a part $\delta_0$ that survives at $x=0$. The product of $\delta_0$ with the part linear in $x$ then gives the transfer energy a linear error, $-x\,\delta_0^TK\,a_*'=x\,\delta_0^Tb$.

\subsection{The same coefficient from eigenvalues}

Now let the occupations vary. The explicit derivative of (\ref{E}) is $\partial E/\partial f_i=\langle\varphi_i|t+v|\varphi_i\rangle=\varepsilon_i$. The accompanying orbital changes contribute nothing. In the relaxed case this is the argument of (\ref{cancel}) for all orbitals. In the frozen case $\delta\varphi_i=P\delta\varphi_i$, so $\langle\delta\varphi_i|H|\varphi_i\rangle=\langle\delta\varphi_i|PHP|\varphi_i\rangle=\varepsilon_i\langle\delta\varphi_i|\varphi_i\rangle$, whose real part vanishes by normalization. This is Janak's theorem. Since $df_{3d}/dx=1$ and $df_{4s}/dx=-1$,
\begin{equation}
\frac{dE}{dx}=g\equiv\varepsilon_{3d}-\varepsilon_{4s},\qquad \frac{dE_F}{dx}=g_F .
\label{janak}
\end{equation}
With $\Delta(0)=0$, subtraction and integration give
\begin{equation}
\Delta(1)=\int_0^1(g_F-g)\,dx,\qquad g_F-g=2cx+3dx^2+\dots
\label{gapdiff}
\end{equation}
The eigenvalue difference is in error at first order and the energy at second. Half the initial slope of $g_F-g$ is $c$, found without subtracting total energies.

\section{The radial solver}

With $\varphi=(u/r)Y_{lm}$, the Laplacian gives $\nabla^2\varphi=[u''/r-l(l+1)u/r^3]Y_{lm}$. Equation (\ref{KS}) becomes
\begin{equation}
-\frac{\hbar^2}{2m}u''+\left[\frac{\hbar^2l(l+1)}{2mr^2}+v(r)\right]u=\varepsilon u,\qquad u(0)=u(R)=0,
\end{equation}
in a box of radius $R=30$ bohr. The radial density is $\rho=\sum_if_iu_i^2=4\pi r^2n$.

The radius is a smooth function $r(s)$ of $s\in[-1,1]$, and $u$ is a polynomial in $s$ fixed by its values at Gauss--Lobatto points with weights $w_k$. Let $D$ be the matrix that differentiates such a polynomial, and let $W_k=w_k\,r'(s_k)$. Since $du/dr=(du/ds)/r'$,
\begin{equation}
\int_0^R\!\left(\frac{du}{dr}\right)^2\!dr\approx\sum_{ij}u_iS_{ij}u_j,\qquad S_{ij}=\sum_k\frac{w_kD_{ki}D_{kj}}{r'(s_k)} .
\end{equation}
The variables $c_i=\sqrt{W_i}\,u_i$ have the norm $\sum_ic_i^2$, so the orbital equation is an ordinary symmetric eigenvalue problem. Its kinetic matrix is $(\hbar^2/2m)S_{ij}/\sqrt{W_iW_j}$, and the potentials are diagonal.

Write the Hartree potential as $e^2U/r$. Poisson's equation is then $U''=-\rho/r$, with $U(0)=0$ and $U(R)=N$, the electron number. Put $U=Nr/R+Y$, where $Y$ vanishes at both ends. Multiplying by a function that vanishes at the ends and integrating by parts gives
\begin{equation}
\sum_jS_{ij}Y_j=W_i\rho_i/r_i .
\end{equation}
The Hartree energy $\tfrac{e^2}{2}\sum_iW_i\rho_iU_i/r_i$ is therefore a symmetric quadratic form in the numbers $W_i\rho_i$, and its derivative with respect to $W_i\rho_i$ is $e^2U_i/r_i$, the potential used in the orbital equation. The exchange-correlation sum has the same property, since $d[\rho\,\epsilon_{xc}(\rho/4\pi r^2)]/d\rho=d(n\epsilon_{xc})/dn$. The discrete equations are thus the stationarity conditions of the discrete energy, and (\ref{bounds})--(\ref{gapdiff}) carry over to the grid. This matters when errors below 1 meV are taken from a total energy of $-34316$ eV.

The potential is iterated to self-consistency at each $x$. For a frozen core, $H$ is replaced by $PHP$, and the core vectors are shifted far up in energy so that the lowest solutions are the valence orbitals.

\section{The transfer energies}

The relaxed gap $g$ is $-8.025+5.388=-2.637$ eV at $x=0$ and $-4.180+4.345=0.165$ eV at $x=1$. The 3d level rises by 3.85 eV as 3d fills, the 4s level by 1.04 eV. By (\ref{janak}) the energy first falls with $x$ and is rising again at $x=1$, so this model has its lowest energy along the path at a fractional occupation.

The total energies give
\begin{align}
E(1)-E(0)&=-1.1365\ \text{eV}\quad(-0.04177\ \text{hartree}),\nonumber\\
\text{argon core frozen:}\quad-1.1365+0.0706&=-1.0659\ \text{eV}\quad(-0.03917\ \text{hartree}),\nonumber\\
\text{neon core frozen:}\quad-1.1365+0.0002&=-1.1363\ \text{eV}\quad(-0.04176\ \text{hartree}).\nonumber
\end{align}
Relative to the relaxed transfer energy, the argon-core error is 6.2\% and the neon-core error 0.016\%. Letting 3s and 3p relax removes $70.63-0.18=70.45$ meV, or 99.7\% of the argon-core error.

These digits serve the comparison of cores within one model. Spin polarization, multiplet structure and relativity are left out, and the LDA has an error of its own for s--d transfer, so $-1.14$ eV is not a prediction for the real atom. The ground configuration of real iron is $3d^64s^2$, so there the transfer costs energy and even the sign differs.

\section{Verifying the quadratic law}

The computed errors, in meV, are

\begin{center}
\begin{tabular}{ccccc}
$x$ & $\Delta_{\rm Ar}$ & $\Delta_{\rm Ar}/x^2$ & $\Delta_{\rm Ne}$ & $\Delta_{\rm Ne}/x^2$\\
\hline
1/8 & 1.615 & 103.4 & 0.0038 & 0.244\\
1/4 & 6.142 & 98.3 & 0.0147 & 0.235\\
1/2 & 22.11 & 88.4 & 0.0542 & 0.217\\
3/4 & 44.54 & 79.2 & 0.1121 & 0.199\\
1 & 70.63 & 70.6 & 0.1828 & 0.183
\end{tabular}
\end{center}

The ratio $\Delta/x^2$ is not constant, and a single pair of points can mislead. Between $x=1/2$ and $x=1$ the argon-core error grows with the exponent $\log_2(70.63/22.11)=1.68$. The law (\ref{law}) concerns small $x$, and it also says how the exponent should approach 2:
\begin{equation}
p(x)=\log_2\frac{\Delta(2x)}{\Delta(x)}=2+\log_2\frac{1+2dx/c}{1+dx/c}+O(x^2)=2+\frac{d}{c\ln2}\,x+O(x^2).
\end{equation}
The combination $2p(1/8)-p(1/4)$ removes the linear term. For the argon core it is $2\times1.927-1.848=2.006$, for the neon core $2\times1.944-1.884=2.004$.

The coefficient follows in the same way. Since $\Delta/x^2=c+dx+O(x^2)$, taking twice the value at $1/8$ minus the value at $1/4$ gives, for the argon core,
\begin{equation}
c\approx2\times103.38-98.27=108.5\ \text{meV}.
\end{equation}
For the eigenvalue road let $G=g_F-g$ and $h=1/8$. By (\ref{gapdiff}),
\begin{equation}
\frac{4G(h)-G(2h)}{2h}=\frac{(8ch+12dh^2)-(4ch+12dh^2)}{2h}+O(h^2)=2c+O(h^2).
\end{equation}
Half of this is 108.4 meV for the argon core. For the neon core both roads give $c=0.253$ meV. The integral in (\ref{gapdiff}), taken over five equally spaced points, reproduces $\Delta(1)$ as 70.63 and 0.183 meV.

The cubic coefficient for the argon core is roughly $d\approx(98.27-103.38)/(1/8)=-40.9$ meV. This slope still contains part of the quartic term; a polynomial through more points gives $c\approx108.6$ and $d\approx-42.1$ meV. The two terms together then give $108.6-42.1=66.5$ meV at $x=1$, against the computed 70.6 meV. Most of the departure from a pure square at $x=1$ is thus cubic. Scaling the error at $x=1/8$ by $8^2$ would give 103 meV, which is too large; the linear rule gave 12.9 meV, which is far too small.

The numerical check also repeats the transfer on a finer grid in a larger box. The transfer energy changes there by far less than the smallest error in the table, and the frozen-core errors at $x=1$ by less than 1\%.

\section{The choice of reference}

With the core taken from $x=0$, $\Delta(0)=0$ and $\Delta(1)\ge0$, so the frozen transfer energy lies above the relaxed one. With the core taken from $x=1$ the error sits at the other end, and the frozen transfer energy lies below. The two calculations bracket the relaxed value.

A core taken from $x=1/2$ is in error at both ends. Expanding about that point, with coefficients $\bar c$ and $\bar d$ belonging to it,
\begin{equation}
\Delta(1)-\Delta(0)=\left(\frac{\bar c}{4}+\frac{\bar d}{8}\right)-\left(\frac{\bar c}{4}-\frac{\bar d}{8}\right)+\dots=\frac{\bar d}{4}+\dots
\end{equation}
The quadratic parts cancel, as do all even orders of this expansion. For the argon core the end errors are 22.2 meV at $x=0$ and 13.8 meV at $x=1$. They are far from equal, because the odd orders are not small over half an electron. Their difference is $-8.4$ meV, still about eight times smaller in size than 70.6 meV. The price is that a difference of two positive errors has no fixed sign, so the transfer energy is no longer bounded from one side.

For this transfer, releasing 3s and 3p does more than moving the reference to the midpoint: the neon core frozen at $x=0$ leaves 0.18 meV, the argon core frozen at the midpoint 8.4 meV. Since the argon-core error of the transfer energy changes sign between the references $x=0$ and $x=1/2$, it vanishes at a reference in between, near $x=0.44$. That zero is a cancellation of two equal end errors, not the removal of either.

\section*{Computed values}
\begin{verbatim}
nuclear charge 26, polynomial degree 90, box 30 bohr
neon atom, Gaussian basis minus radial solver: 6.866 meV
largest virial residual, relaxed iron: 1.1e-03 meV
change of transfer energy on finer grid: -1.2e-08 meV
relaxed total energy at x=0: -34315.815 eV
relaxed x=0: eps_3d -8.0251 eV, eps_4s -5.3881 eV, gap -2.6369 eV
relaxed x=1: eps_3d -4.1797 eV, eps_4s -4.3451 eV, gap 0.1654 eV
transfer energy, relaxed: -1.13650 eV = -0.0417657 hartree
transfer energy, relaxed, from integrated gap: -1.13650 eV
transfer energy, frozen argon core: -1.06587 eV = -0.0391701 hartree
transfer energy, frozen neon core: -1.13632 eV = -0.0417590 hartree
--- frozen argon core ---
x=0.125: error 1.61530 meV, error/x^2 103.3789 meV
x=0.250: error 6.14200 meV, error/x^2 98.2720 meV
x=0.500: error 22.10879 meV, error/x^2 88.4352 meV
x=0.750: error 44.54433 meV, error/x^2 79.1899 meV
x=1.000: error 70.62931 meV, error/x^2 70.6293 meV
exponents 1/8-1/4, 1/4-1/2, 1/2-1: 1.927 1.848 1.676
exponent extrapolated to x=0: 2.006
coefficient c from total energies: 108.4859 meV
coefficient c from eigenvalues: 108.3720 meV
error at x=1 from integrated gap difference: 70.6291 meV
displaced core charge at x=1/8, 1/4, 1: 0.007836 0.015289 0.051944 electrons
midpoint core, error at x=0: 22.2056 meV, at x=1: 13.7906 meV
midpoint core, error of transfer energy: -8.4150 meV
--- frozen neon core ---
x=0.125: error 0.00381 meV, error/x^2 0.2440 meV
x=0.250: error 0.01467 meV, error/x^2 0.2348 meV
x=0.500: error 0.05416 meV, error/x^2 0.2167 meV
x=0.750: error 0.11209 meV, error/x^2 0.1993 meV
x=1.000: error 0.18278 meV, error/x^2 0.1828 meV
exponents 1/8-1/4, 1/4-1/2, 1/2-1: 1.944 1.884 1.755
exponent extrapolated to x=0: 2.004
coefficient c from total energies: 0.2533 meV
coefficient c from eigenvalues: 0.2532 meV
error at x=1 from integrated gap difference: 0.1828 meV
displaced core charge at x=1/8, 1/4, 1: 0.000118 0.000233 0.000858 electrons
midpoint core, error at x=0: 0.0541 meV, at x=1: 0.0380 meV
midpoint core, error of transfer energy: -0.0161 meV
part of argon-core error removed by relaxing 3s and 3p: 99.74 percent
\end{verbatim}
